# The Zeldovich factor of a spherical crystalline nucleus

## Definitions and conventions

An amorphous film crystallizes through small crystalline clusters. A cluster contains $n$ formula units, each of volume $v$. Let $\Delta\mu>0$ be the free energy gained when one formula unit passes from the amorphous to the crystalline phase, and $\gamma$ the free energy per area of the interface between them. The cluster free energy is

$$G(n)=-n\,\Delta\mu+\gamma A(n),$$

where $A$ is the surface area. The model takes $v$, $\Delta\mu$ and $\gamma$ to be independent of $n$ and treats the crystal as isotropic, so that the cluster is a sphere.

With $N_s$ nucleation sites per volume, the equilibrium density of clusters of size $n$ is

$$N_{\rm eq}(n)=N_s\,e^{-G(n)/kT}.$$

A cluster gains one unit at rate $\beta_n$ and loses one at rate $\alpha_n$. The actual density is $N_n$, and $J$ is the steady net number of clusters per volume and time that pass from $n$ to $n+1$. Stars mark quantities at the critical size $n^*$, where $G$ is largest. The Zeldovich factor $Z$ is defined, at leading order for a high barrier, by

$$J=Z\,\beta^*N_{\rm eq}(n^*).$$

It is the net flux divided by the attachment flux that critical clusters would carry at their equilibrium density. The result to be derived is

$$Z=\frac{1}{n^*}\sqrt{\frac{G^*}{3\pi kT}} .$$

## Critical size and barrier

A sphere of radius $r$ has $nv=4\pi r^3/3$, so $r=(3nv/4\pi)^{1/3}$ and

$$A=4\pi r^2=(36\pi)^{1/3}(nv)^{2/3}.$$

Define $B=\gamma(36\pi)^{1/3}v^{2/3}$. Then

$$G(n)=-n\Delta\mu+Bn^{2/3},\qquad G'(n)=-\Delta\mu+\tfrac23Bn^{-1/3}.$$

Setting $G'(n^*)=0$ gives

$$\Delta\mu=\tfrac23B\,n^{*-1/3},\qquad n^*=\left(\frac{2B}{3\Delta\mu}\right)^3=\frac{32\pi\gamma^3v^2}{3\Delta\mu^3},$$

because $B^3=36\pi\gamma^3v^2$ and $8\cdot36/27=32/3$. The first relation also says $Bn^{*2/3}=\tfrac32n^*\Delta\mu$. Hence

$$G^*=-n^*\Delta\mu+\tfrac32n^*\Delta\mu=\tfrac12n^*\Delta\mu=\tfrac13Bn^{*2/3}.$$

The barrier is one third of the surface energy of the critical nucleus. Its radius follows from $G$ written in terms of $r$: the condition $-4\pi r^2\Delta\mu/v+8\pi r\gamma=0$ gives $r^*=2\gamma v/\Delta\mu$.

## Quadratic expansion

Put $n=n^*(1+u)$. Since $n^*\Delta\mu=2G^*$ and $Bn^{*2/3}=3G^*$,

$$\frac{G}{G^*}=3(1+u)^{2/3}-2(1+u).$$

The binomial series $(1+u)^{2/3}=1+\frac23u-\frac19u^2+\frac4{81}u^3+\dots$ cancels the linear term, as it must at a maximum:

$$\frac{G}{G^*}=1-\frac{u^2}{3}+\frac{4u^3}{27}+\dots$$

With $u=(n-n^*)/n^*$, the quadratic part is

$$G(n)\simeq G^*-\frac{G^*}{3n^{*2}}(n-n^*)^2 .$$

Comparison with $G^*+\frac12G''(n^*)(n-n^*)^2$ gives

$$G''(n^*)=-\frac{2G^*}{3n^{*2}} .$$

The positive cubic term makes the barrier fall more slowly on the large side than on the small side.

## Steady flux over the barrier

Clusters change by one unit at a time, so

$$J=\beta_nN_n-\alpha_{n+1}N_{n+1}.$$

In equilibrium each such flux vanishes, which fixes the loss rate: $\alpha_{n+1}=\beta_nN_{\rm eq}(n)/N_{\rm eq}(n+1)$. Substitution gives

$$\frac{J}{\beta_nN_{\rm eq}(n)}=\frac{N_n}{N_{\rm eq}(n)}-\frac{N_{n+1}}{N_{\rm eq}(n+1)} .$$

In the steady state $J$ is the same for every $n$. Let single units be in equilibrium, $N_1=N_{\rm eq}(1)$, and let clusters be removed at a size $M$ far beyond the barrier, $N_M=0$. Summing from $n=1$ to $M-1$, all intermediate terms on the right cancel, and

$$J\sum_{n=1}^{M-1}\frac{1}{\beta_nN_{\rm eq}(n)}=1 .$$

Each term is a resistance, proportional to $e^{G(n)/kT}/\beta_n$. When $G^*$ lies many $kT$ above the starting value $G(1)$, the terms near $n^*$ dominate. There $\beta_n$ may be replaced by $\beta^*$ and $G$ by its quadratic form. If the top is also many units wide, the sum becomes an integral over $m=n-n^*$, whose limits may be extended to infinity:

$$\frac1J\simeq\frac{1}{\beta^*N_{\rm eq}(n^*)}\int_{-\infty}^{\infty}e^{-|G''(n^*)|m^2/2kT}\,dm=\frac{1}{\beta^*N_{\rm eq}(n^*)}\sqrt{\frac{2\pi kT}{|G''(n^*)|}} .$$

By the definition of $Z$,

$$Z=\sqrt{\frac{|G''(n^*)|}{2\pi kT}}=\sqrt{\frac{2G^*}{3n^{*2}}\,\frac{1}{2\pi kT}}=\frac1{n^*}\sqrt{\frac{G^*}{3\pi kT}} .$$

The first equality holds for a high and wide barrier with a single dominant maximum that is close to quadratic within a few $kT$ of its top, provided the attachment rate changes little across that region. The last uses the $n^{2/3}$ surface law.

## Limits and dependence on the inputs

From $G^*=n^*\Delta\mu/2$, $Z^2=\Delta\mu/(6\pi kTn^*)$. Inserting $n^*$ gives

$$Z^2=\frac{\Delta\mu^4}{64\pi^2\gamma^3v^2kT},\qquad Z=\frac{\Delta\mu^2}{8\pi v\gamma^{3/2}\sqrt{kT}} .$$

At fixed $\gamma$, $v$ and $T$, a vanishing driving force sends $Z$ to zero as $\Delta\mu^2$: the nucleus becomes large and the top of the barrier flat. The barrier meanwhile grows as $\Delta\mu^{-2}$, so the exponential suppresses the flux far more strongly than $Z$ does. This limit assumes an unbounded medium: with the values of the worked example below, the critical diameter $4\gamma v/\Delta\mu$ exceeds a film thickness of 10 nm once $\Delta\mu$ falls below 0.020 eV, and the sphere no longer fits. In the opposite limit the barrier above a single unit, $G^*-G(1)$, falls to about $kT$ and the derivation fails, because no narrow region dominates the sum. It also fails if the top is only about one unit wide, since the sum is then not an integral. With the same values, $G^*-G(1)$ falls to $kT$ at $\Delta\mu\approx0.38$ eV, where $n^*\approx2.3$. At 0.30 eV the nucleus has only five units while $G^*-G(1)$ is still about $4kT$, so the model of a sphere becomes unreliable first.

## What the factor measures

The quadratic barrier lies within $kT$ of its top for $\frac12|G''|m^2\le kT$. Since $|G''|=2\pi kTZ^2$, this means $|m|\le1/(\sqrt\pi Z)$, a full width of

$$\Delta n=\frac{2}{\sqrt\pi\,Z}.$$

A small $Z$ therefore means a broad top, on which clusters gain and lose units many times.

$Z$ is not the probability that a critical cluster survives. Let $h_n$ be the probability that a cluster of size $n$ reaches $M$ before it shrinks to $1$. Its next change is a gain or a loss in the ratio $\beta_n:\alpha_n$, so

$$\beta_n(h_{n+1}-h_n)=\alpha_n(h_n-h_{n-1}),\qquad h_1=0,\quad h_M=1.$$

Write $\phi_n=N_n/N_{\rm eq}(n)$. Equal fluxes into and out of size $n$ give $\beta_nN_{\rm eq}(n)(\phi_n-\phi_{n+1})=\beta_{n-1}N_{\rm eq}(n-1)(\phi_{n-1}-\phi_n)$, and detailed balance replaces $\beta_{n-1}N_{\rm eq}(n-1)$ by $\alpha_nN_{\rm eq}(n)$. Thus $1-\phi_n$ obeys the equation and end conditions of $h_n$, and $h_n=1-\phi_n$.

Summing the flux equation from $n$ to $M-1$ shows that $\phi_n$ is the share of the total resistance that lies at or above $n$. At $n^*$ this is half the Gaussian, so $\phi\simeq\frac12$ and the survival probability is also about $\frac12$. The factor $Z$ is instead the drop of $\phi$ between neighbouring sizes at the top.

## First correction to the Gaussian result

Let attachment be proportional to surface area, $\beta=br^2$ with constant $b$. Since $dn=4\pi r^2dr/v$, the ratio $dn/\beta=4\pi\,dr/(vb)$ has no $r$-dependent weight. With $r=r^*(1+w)$,

$$\frac{G}{G^*}=3(1+w)^2-2(1+w)^3=1-3w^2-2w^3 .$$

This polynomial is complete. With $g=G^*/kT$, the resistance is proportional to

$$\int e^{-3gw^2-2gw^3}dw\simeq\int e^{-3gw^2}\left(1-2gw^3+2g^2w^6\right)dw,$$

taken over the barrier region. The odd term integrates to zero. The Gaussian has variance $\sigma^2=1/(6g)$ and $\langle w^6\rangle=15\sigma^6=15/(216g^3)$, so the relative increase of the resistance is $2g^2\cdot15/(216g^3)=5/(36g)$. The flux is therefore

$$J=Z\beta^*N_{\rm eq}(n^*)\left[1-\frac{5kT}{36G^*}+O\!\left(\frac{kT}{G^*}\right)^{2}\right].$$

## Worked example: a 10 nm hafnia film

Take round, illustrative values for an annealed hafnia film: $v=0.034\ \mathrm{nm^3}$, $\gamma=1.5\ \mathrm{eV/nm^2}$, $\Delta\mu=0.15\ \mathrm{eV}$ and $T=800\ \mathrm K$, for which $kT=0.06894\ \mathrm{eV}$. Then

$$r^*=\frac{2(1.5)(0.034)}{0.15}=0.68\ \mathrm{nm},\qquad n^*=\frac{32\pi(1.5)^3(0.034)^2}{3(0.15)^3}=38.7,$$

$$G^*=\tfrac12(38.74)(0.15)=2.905\ \mathrm{eV}=4.65\times10^{-19}\ \mathrm J,\qquad \frac{G^*}{kT}=42.1,$$

$$Z=\frac{1}{38.74}\sqrt{\frac{42.14}{3\pi}}=0.0546 .$$

The kT-wide top spans $2/(\sqrt\pi\,Z)=20.7$ units. On the full curve it runs from 29.0 to 49.7 units, which is also 20.7 wide but reaches further above $n^*$ than below it, as the cubic term requires.

The discrete flux equations were also solved directly, with $\beta_n\propto n^{2/3}$ and removal at $n=154$, without the quadratic expansion. They give $Z=0.0544$, which is 0.9966 of the formula. The first correction predicts $1-5/(36\times42.14)=0.9967$. The population at $n=39$ is 0.496 of its equilibrium value, close to the expected half.

With $\gamma$, $v$ and $T$ fixed, a driving force 10% smaller multiplies $Z$ by $0.9^2=0.81$. It raises the barrier to 3.59 eV and multiplies the Boltzmann factor by $5.1\times10^{-5}$. An error in the driving force thus affects the rate mainly through the barrier, not through $Z$.

## Nucleation on an electrode

Let the nucleus be a spherical cap with contact angle $\theta$, and write $c=\cos\theta$. Its volume is

$$V=\pi\int_{rc}^{r}(r^2-z^2)\,dz=\frac{\pi r^3}{3}(2-3c+c^3)=f\,\frac{4\pi r^3}{3},\qquad f=\frac{(2+c)(1-c)^2}{4}.$$

The free surface has area $2\pi r^2(1-c)$ and the base $\pi r^2(1-c^2)$. By Young's equation, replacing the amorphous–electrode interface by a crystal–electrode interface costs $-\gamma c$ per area. The total interface term is

$$\gamma\pi r^2\left[2(1-c)-c(1-c^2)\right]=\gamma\pi r^2(2-3c+c^3)=f\,4\pi r^2\gamma .$$

At given $r$, both $n$ and $G$ are $f$ times their values for the sphere. The critical radius is unchanged, while $n^*$ and $G^*$ are multiplied by $f$. The formula for $Z$ keeps its form, and $Z$ is multiplied by $\sqrt f/f=f^{-1/2}$.

For an illustrative $\theta=80^\circ$, $f=0.371$. Then $n^*=14.4$, $G^*=1.08\ \mathrm{eV}$ and $Z=0.0546/\sqrt{0.371}=0.0896$. The Boltzmann factor per site is multiplied by $3.2\times10^{11}$. One electrode layer of thickness $v^{1/3}\simeq0.32$ nm holds about 3% of the sites in a 10 nm film, which offsets little of this gain.

## Misfit strain

Suppose the crystal differs from the space it replaces by a linear misfit $\varepsilon$ that does not relax. Let crystal and surroundings be isotropic, with bulk modulus $K$ and shear modulus $S$, and let the surroundings be large compared with the nucleus radius $R$.

If the cavity wall takes up a strain $e$, the displacement outside is $eR^3/r^2$. The principal strains are $-2eR^3/r^3$ and twice $eR^3/r^3$; their sum vanishes, so the energy density is $6Se^2R^6/r^6$. Its integral from $R$ to infinity is $8\pi Se^2R^3$, or $6Se^2$ per nucleus volume. The nucleus carries the remaining strain $\varepsilon-e$ in all directions, with energy density $\frac92K(\varepsilon-e)^2$. Minimizing the sum,

$$-9K(\varepsilon-e)+12Se=0,\qquad e=\frac{3K\varepsilon}{3K+4S},$$

$$w_{\rm el}=\frac{72KS^2+54K^2S}{(3K+4S)^2}\,\varepsilon^2=\frac{18KS\,\varepsilon^2}{3K+4S}.$$

This cost is proportional to volume, so it replaces $\Delta\mu$ by $\Delta\mu-vw_{\rm el}$. The formula for $Z$ stays intact as long as this difference is positive; otherwise there is no critical size. For illustrative values $K=150$ GPa, $S=70$ GPa and $\varepsilon=0.02$, the cost is 0.022 eV per formula unit. The barrier rises to 3.99 eV and $Z$ falls to 0.0398. With the same moduli, the cost would equal the driving force at a misfit of about 0.052. In a 10 nm film the treatment fails earlier: the critical sphere spans the film at a misfit of about 0.049, and the surroundings cease to be large compared with the nucleus before that.

## Where the surface law breaks

A critical radius of 0.68 nm is only a few atomic distances, so a constant $\gamma$ is doubtful. Consider $\gamma/(1+2\delta/r)$ with a small length $\delta>0$. To first order in $\delta/r$ the surface energy is $Bn^{2/3}-Cn^{1/3}$ with $C>0$. At the new maximum $n^*\Delta\mu=\frac23Bn^{*2/3}-\frac13Cn^{*1/3}$, and therefore

$$G^*=\tfrac13Bn^{*2/3}-\tfrac23Cn^{*1/3},\qquad |G''|=\tfrac29Bn^{*-4/3}-\tfrac29Cn^{*-5/3}.$$

The simple formula assumes $|G''|=2G^*/(3n^{*2})=\frac29Bn^{*-4/3}-\frac49Cn^{*-5/3}$, which is too small. For an illustrative $\delta=0.05$ nm, without truncating in $\delta/r$, the barrier is 1.84 eV and $n^*=30.3$. The actual curvature gives $Z=0.0591$ and the simple formula 0.0554, which is 6% below it. The fall of the barrier by about 1.1 eV matters far more.

## Comparison with real capacitor films

A thickness of 10 nm and an anneal at several hundred degrees Celsius lie within the range used for hafnia films in memory capacitors. The driving force and interface energy are much less certain and depend on composition, polymorph and film history. In the model, $N_s=1/v$ gives an equilibrium density of $1.5\times10^4$ critical nuclei per $\mathrm{cm^3}$. A 10 nm film of area $1\ \mathrm{cm^2}$ has volume $10^{-6}\ \mathrm{cm^3}$ and would hold on average 0.015 clusters of exactly this size in equilibrium, and about half as many in the steady state. Neighbouring sizes are not included in this count. The count also depends on the zero of the cluster energy. The sphere formula gives a single unit $G(1)=0.61$ eV; subtracting this constant from every $G(n)$, so that a single unit has zero energy, would multiply the count by about $7\times10^3$. The curvature at the top, and with it $Z$, would not change.

Real films have electrodes, where nucleation can be easier than in the interior if the contact angle is small enough. An $80^\circ$ cap moves the barrier from 2.9 to 1.1 eV and $Z$ from 0.055 to 0.090. For the reference film, the 10% weaker driving force, the electrode cap, the strained nucleus and the curvature-dependent interface, $Z$ runs from about 0.04 to 0.09, while the barrier ranges from 1.1 to 4.0 eV. A much weaker or much stronger driving force would take both outside these ranges. By the scaling laws above, doubling it to 0.30 eV gives $n^*=4.8$, $G^*=0.73$ eV and $Z=0.22$; a nucleus of five units is too small for a sphere with a sharp surface to be a reliable model. An absolute rate would also need the attachment frequency, and an anneal long enough for the steady state to form. The calculation does not decide which polymorph appears; that requires at least $\Delta\mu$, $\gamma$ and the attachment rate for each one, and also the misfit strain and contact angle where these matter. The values used are collected in the numerical output below.

## Computed results

```
formula-unit volume: 0.034 nm^3
interface energy: 1.50 eV/nm^2
driving force: 0.150 eV per formula unit
temperature: 800 K
thermal energy kT: 0.06894 eV
film thickness: 10.0 nm
critical radius: 0.680 nm
critical diameter / film thickness: 0.136
critical size n*: 38.74 formula units
barrier G*: 2.9053 eV
barrier G*: 4.655e-19 J
barrier / kT: 42.14
curvature G'' formula: -1.2907e-03 eV
curvature G'' numerical: -1.2908e-03 eV
Z formula: 0.05459
Z from numerical curvature: 0.05459
Z from discrete cluster equations: 0.05440
discrete Z / formula Z: 0.99663
predicted ratio, first correction: 0.99670
steady/equilibrium population at n=39: 0.496
kT width, actual: 20.66 formula units
kT width, quadratic: 20.67 formula units
kT region lower edge: 29.02 formula units
kT region upper edge: 49.68 formula units
Boltzmann factor at barrier: 4.979e-19
equilibrium critical nuclei: 1.464e+04 cm^-3
10% weaker drive, barrier: 3.5868 eV
10% weaker drive, Z ratio: 0.8100
10% weaker drive, Boltzmann ratio: 5.090e-05
electrode contact angle: 80 degrees
electrode cap factor f: 0.3711
electrode n*: 14.37 formula units
electrode barrier: 1.0781 eV
electrode Z: 0.08961
electrode Boltzmann gain per site: 3.245e+11
bulk modulus: 150 GPa
shear modulus: 70 GPa
linear misfit: 0.020
strain cost: 0.0220 eV per formula unit
strained n*: 62.31 formula units
strained barrier: 3.9884 eV
strained Z: 0.03976
curvature length delta: 0.050 nm
curved-interface n*: 30.34 formula units
curved-interface barrier: 1.8358 eV
curved-interface Z, true curvature: 0.05910
curved-interface Z, simple formula: 0.05541
```
